# Newton-Krylov Computation and Linear Stability of Lugiato-Lefever Solitons

## A singular matrix and its repair

For a light pulse in a driven ring resonator, computed on 384 grid points, the Jacobian of the steady equation has smallest singular value \(6.0\times10^{-12}\). Adding one row and one column raises it to 0.145. The first number reflects the freedom to place the pulse anywhere on the ring. The second is close to \(3/(2\alpha)\), where \(\alpha=10\) is the scaled detuning. Both facts follow from the structure of the equation, and both enter the error analysis.

## Equation and scaling

We set \(\hbar=1\) in the algebra. Mode \(\mu\) has frequency \(\omega_0+D_1\mu+D_2\mu^2/2\) with \(D_2>0\), and \(|a_\mu|^2\) is its photon number. In the frame rotating at \(\omega_p+\mu D_1\), with \(\omega_p\) the laser frequency and \(\delta=\omega_0-\omega_p\),
\[
\dot a_\mu=-\Big(\frac{\kappa}{2}+i\delta+\frac{iD_2\mu^2}{2}\Big)a_\mu
+ig\sum_{k,l}a_ka_la^*_{k+l-\mu}+\delta_{\mu0}\sqrt{\frac{\kappa_{ex}P}{\omega_0}} .
\]
Here \(\kappa\) is the total energy loss rate, \(\kappa_{ex}\) its coupling part, \(g\) the Kerr shift per photon and \(P\) the pump power. The field \(a(\theta)=\sum_\mu a_\mu e^{i\mu\theta}\) turns the double sum into \(|a|^2a\), and \(-\mu^2\) into \(\partial_\theta^2\). Measure time in units of \(2/\kappa\), which multiplies the right side by \(2/\kappa\), and put \(\psi=\sqrt{2g/\kappa}\,a\). Then
\[
\psi_t=G(\psi)=-(1+i\alpha)\psi+i|\psi|^2\psi+id\,\psi''+F,
\]
\[
\alpha=\frac{2\delta}{\kappa},\qquad d=\frac{D_2}{\kappa},\qquad
F^2=\frac{2g}{\kappa}\,\frac{4}{\kappa^2}\,\frac{\kappa_{ex}P}{\omega_0}
=\frac{8g\kappa_{ex}P}{\kappa^3\omega_0}.
\]
This is a mean-field model: one transverse mode, instantaneous Kerr response, uniform loss. Inserting the computed soliton into the mode equations in SI units, with explicit four-wave sums, leaves a residual of \(2.0\times10^{-13}\) of the drive.

## Starting field

Keep only the large conservative terms, \(-\alpha\psi+|\psi|^2\psi+d\psi''=0\). For \(A=B\,\mathrm{sech}(\theta/w)\),
\[
A''=\frac{A}{w^2}\big(1-2\,\mathrm{sech}^2(\theta/w)\big),
\]
so the equation holds if \(d/w^2=\alpha\) and \(B^2=2d/w^2=2\alpha\). Any constant phase \(\varphi\) is allowed at this order.

Loss and drive select the phase. Multiply \(G=0\) by \(\psi^*\), integrate and take the real part. The detuning, Kerr and dispersion terms are imaginary after integration by parts, which leaves \(\int|\psi|^2=F\int\mathrm{Re}\,\psi\). For the pulse alone this reads \(2B^2w=F\pi Bw\cos\varphi\), hence
\[
\cos\varphi=\frac{2B}{\pi F}=\frac{\sqrt{8\alpha}}{\pi F}.
\]
To the pulse we add the weak uniform background \(\psi_b=F/[1+i(\alpha-\rho)]\), where \(\rho=|\psi_b|^2\) is the smallest root of \(\rho[1+(\alpha-\rho)^2]=F^2\).

Two phases \(\pm\varphi\) remain. To distinguish them, let the pulse \(B\,\mathrm{sech}(B\theta/\sqrt{2d})\,e^{i\varphi}\) vary slowly. Its energy is \(E=2\sqrt{2d}\,B\), and \(\dot E=-2E+2F\int\mathrm{Re}\,\psi\) with \(\int\mathrm{Re}\,\psi=\pi\sqrt{2d}\cos\varphi\). Therefore
\[
\dot B=-2B+\pi F\cos\varphi,\qquad \dot\varphi=\tfrac12B^2-\alpha,
\]
where the direct effect of the drive on the phase is dropped. Small deviations obey \(\delta\dot B=-2\delta B-\pi F\sin\varphi\,\delta\varphi\) and \(\delta\dot\varphi=B\,\delta B\), so
\[
\lambda^2+2\lambda+\pi FB\sin\varphi=0 .
\]
Negative \(\sin\varphi\) gives one positive root, a saddle. Positive \(\sin\varphi\) gives decay in this reduced model.

With \(\alpha=10\) and \(F^2=12\), \(\cos\varphi=8.94/10.88=0.82\) and \(\pi FB|\sin\varphi|\approx27.7\). The predicted saddle growth rate is \(-1+\sqrt{28.7}=4.4\); the full linearisation gives 3.98. Two opposite small kicks along that mode were evolved with the nonlinear equation for 0.5 time units. Half the difference of the resulting fields, in which quadratic effects cancel, follows the computed eigenvalue and eigenvector to a relative error of \(4.9\times10^{-6}\).

Dividing the equation by \(\alpha\), and the field by \(\sqrt\alpha\), makes the damping \(1/\alpha\) and the drive \(F/\alpha^{3/2}\). At fixed \(F^2/\alpha\) both fall as \(1/\alpha\), so the guess should improve at that rate. Its error, relative to the norm of the sech pulse, is 0.0976 at \(\alpha=10\) and 0.0123 at \(\alpha=80\), a factor 7.9 for a factor 8. It is therefore prudent to solve first at \(\alpha=80\) and walk down, holding \(F^2/\alpha\) and \(d/\alpha\) fixed.

## Null mode and border

Replacing \(\psi\) by \(\psi+v\) and keeping first order gives the Jacobian
\[
Jv=Lv+i\big(2|\psi|^2v+\psi^2v^*\big),\qquad L=-(1+i\alpha)+id\,\partial_\theta^2 .
\]
Because of \(v^*\), \(J\) is linear over real numbers only. Its vectors are pairs (real part, imaginary part), with inner product \(\langle a,b\rangle=\mathrm{Re}\int a^*b\). Differentiating \(G(\psi)=0\) with respect to \(\theta\) gives \(J\psi'=0\), the translational null mode.

We add a drift speed \(c\) and a pinning condition:
\[
G(\psi)+c\psi'=0,\qquad \langle r,\psi-\psi_{\rm start}\rangle=0,\qquad r=\psi'_{\rm start}.
\]
The term \(c\psi'\) appears when the equation is written in a frame moving at speed \(c\). At a solution with \(c=0\), the linear system is regular if its homogeneous form, \(Jx+\gamma\psi'=0\) and \(\langle r,x\rangle=0\), has no nonzero solution. Let \(\phi\) be the left null vector, \(J^T\phi=0\). Projection on \(\phi\) gives \(\gamma\langle\phi,\psi'\rangle=0\). If this overlap is nonzero, \(\gamma=0\), so \(Jx=0\). If the null space is spanned by \(\psi'\), \(x=a\psi'\), and \(a\langle r,\psi'\rangle=0\) then gives \(a=0\) whenever \(\langle r,\psi'\rangle\ne0\).

The border therefore fails if a second null vector appears, as at a fold where the stable branch meets the saddle. Putting \(\cos\varphi=1\) places the fold near \(\alpha=\pi^2F^2/8=14.8\), a leading-order estimate not tested here. Continuation through a fold needs \(\alpha\) as an additional unknown.

## The left null vector

Let \(S\) denote multiplication by \(i\). On real pairs \(S^T=-S\) and \(S^2=-1\). Then
\[
J=-1+SH,\qquad Hv=dv''-\alpha v+2|\psi|^2v+\psi^2v^* .
\]
\(H\) is symmetric: the derivative term by two integrations by parts, the last term because \(\mathrm{Re}\int a^*\psi^2v^*\) is unchanged when \(a\) and \(v\) are exchanged. So \(J^T=-1-HS\). If \(Jx=\lambda x\), then \(SHx=(\lambda+1)x\), and multiplication by \(-S\) gives \(Hx=-(\lambda+1)Sx\). Consequently
\[
J^T(Sx)=-Sx-HS^2x=-Sx+Hx=-(\lambda+2)Sx .
\]
A matrix and its transpose share their eigenvalues, so the spectrum pairs \(\lambda\) with \(-2-\lambda\). On the grid the pairing holds to \(2.2\times10^{-12}\).

Translation, at 0, has its partner at \(-2\). If \(Jw=-2w\), the left null vector is \(\phi=iw\). Physically, the partner is the decay of momentum \(M=\int\mathrm{Im}(\psi^*\psi')\): the uniform drive supplies none, and loss gives \(\dot M=-2M\).

The overlap can be estimated for large \(\alpha\). Translation and a change of velocity span the two slow directions, so try \(w=x\psi'+ib\theta\psi\), where \(\psi\) in the term with \(\theta\) means the pulse without its uniform background. From \(J\psi'=0\), \(SH\psi'=\psi'\). For the sech pulse of constant phase,
\[
H(i\theta\psi)=i\big[d(\theta\psi)''-\alpha\theta\psi+|\psi|^2\theta\psi\big]=2id\,\psi',
\]
so \(SH(i\theta\psi)=-2d\psi'\), with corrections smaller by about \(1/\alpha\). We need \(SHw=-w\). Its \(\psi'\) component is \(x-2db=-x\), hence \(x=db\). The \(i\theta\psi\) component of \(w\) is then smaller than the \(\psi'\) component by about \(1/\alpha\), so in this condition it is balanced by the corrections just neglected. Taking \(x=1\),
\[
w\simeq\psi'+\frac{i}{d}\theta\psi,\qquad \phi=iw\simeq i\psi'-\frac1d\theta\psi .
\]
The first part of \(\phi\) is orthogonal to \(\psi'\). The second gives
\[
\langle\phi,\psi'\rangle\simeq-\frac1d\int\theta AA'\,d\theta=\frac1{2d}\int A^2d\theta=\frac{B^2w_s}{d},
\]
where \(w_s=\sqrt{d/\alpha}\) is the pulse width. Since \(\int A'^2=2B^2/(3w_s)\) and \(\|\phi\|\simeq\|\psi'\|\) at large \(\alpha\), the normalised overlap is
\[
\frac{B^2w_s/d}{2B^2/(3w_s)}=\frac{3w_s^2}{2d}=\frac{3}{2\alpha}.
\]
At \(\alpha=10\) this is 0.150; the computed overlap is 0.145.

With unit vectors in the border, multiplying the transposed bordered matrix by \((\phi,0)\) leaves only the component \(\langle\phi,\psi'\rangle/\|\psi'\|\), of size 0.145. Its smallest singular value cannot exceed this, and to the printed digits it reaches it. In the weak-loss limit \(\alpha\to\infty\) the overlap vanishes: measured against \(\alpha\), the eigenvalues 0 and \(-2\) merge, and a border column along \(\psi'\) becomes ineffective. A column along \(i\psi'\), which \(\phi\) approaches in this limit, avoids that weakness.

## Krylov solution of each step

Each Newton step solves the bordered system by GMRES, which needs products \(Jv\) and no stored matrix. In Fourier space \(L\) is diagonal, with \(|L_\mu|=\sqrt{1+(\alpha+d\mu^2)^2}\). For \(\alpha>0\) it has no small element, so we write \(v=L^{-1}y\) and solve for \(y\):
\[
JL^{-1}y=y+i\big(2|\psi|^2L^{-1}y+\psi^2(L^{-1}y)^*\big).
\]
The second term is damped at least as \(1/(d\mu^2)\) for high modes. Keeping finitely many modes approximates it as closely as desired, so the operator is the identity plus a compact part. Refining the grid adds directions in which it is nearly the identity.

Starting from the sech guess and reducing the linear residual by \(10^{10}\), GMRES takes 11 steps on both 256 and 512 points. Without \(L^{-1}\) it takes 458 and 970, close to the 513 and 1025 real unknowns.

The complete iteration is:

1. Evaluate the residual of \(G+c\psi'\) and of the pinning condition.
2. Solve the preconditioned bordered system for the changes in \(\psi\) and \(c\).
3. Halve the step while the residual norm fails to decrease.
4. Repeat until the rms residual is below \(10^{-10}\).

## Three errors

**Iteration error.** After a full step the linear part of the residual cancels up to the GMRES tolerance \(\eta\), and the remainder is at least quadratic in the step. Near a regular solution the step is proportional to the residual \(R_k\), so \(R_{k+1}\le\eta R_k+CR_k^2\).

As a trial, the soliton was deformed by \(0.3(1+i)\exp\{-[(\theta-0.06)/0.08]^2\}\), which breaks its symmetry. The rms residuals were
\[
1.6,\quad 0.11,\quad 2.3\times10^{-3},\quad 1.2\times10^{-5},\quad 2.3\times10^{-10},\quad 2.1\times10^{-13}.
\]
The third to fifth values give an observed order of 2.07. The last is too large for the quadratic law, as expected once rounding dominates. The drift speed returned to \(-1.2\times10^{-13}\).

A residual is not yet an error in the field. To first order the error is the inverse bordered matrix acting on the residual, so its norm is at most \(1/0.145\approx7\) times larger, for a border made from the solution's own slope.

**Truncation error.** On a grid the product rule fails slightly, because products create Fourier modes beyond the cut-off that are folded back. With \(\psi'\) normalised, \(\|J\psi'\|\) is \(3.2\times10^{-5}\) on 384 points and \(3.9\times10^{-11}\) on 768. The second value is the floor set by double-precision rounding and the Newton tolerance; in extended precision the remainder on 768 points is below \(10^{-13}\).

Yet the translation eigenvalue is already only \(4.1\times10^{-11}\) on 384 points. Let \(\phi\) now be the unit left eigenvector on the grid and \(q=J\psi'\) the remainder. Then \(\langle\phi,q\rangle=\lambda_0\langle\phi,\psi'\rangle\), so \(|\langle\phi,q\rangle|=4.1\times10^{-11}\times0.145=5.9\times10^{-12}\), far below \(\|q\|\). The remainder is almost orthogonal to \(\phi\), as expected if it sits in the highest modes while \(\phi\) is smooth. For one nearly null direction this product also estimates the smallest singular value, which explains the \(6.0\times10^{-12}\) at the start. Both small numbers lie close to the rounding level and are good only to about 20%: in extended precision the eigenvalue is \(4.8\times10^{-11}\) and the product \(7.0\times10^{-12}\). The eigenvalue changes sign when the pulse is moved by half a grid cell, which marks it as an effect of the grid.

**Model error.** Let a small omitted term \(Q(\psi)\) be added to \(G\). To first order \(J\,\delta\psi+Q+c\psi'=0\), and projection on \(\phi\) gives
\[
c=-\frac{\langle\phi,Q\rangle}{\langle\phi,\psi'\rangle}.
\]
A cubic term \(D_3\mu^3/6\) in the mode frequencies gives \(Q=q_3\psi'''\) with \(q_3=D_3/(3\kappa)\), since \(\partial_\theta^3\) acts as \(-i\mu^3\). For \(D_3/2\pi=10\) kHz the formula predicts a repetition-rate change \(c\kappa/(4\pi)=295.23\) kHz. Newton iteration with the term included gives 295.36 kHz.

## Reading the spectrum

After removal of the translation eigenvalue, the state is linearly stable if every remaining real part is negative. At fixed \(F^2=12\) and \(d=0.06\), the largest remaining real part is:

| \(\alpha\) | largest real part, units of \(\kappa/2\) |
|---|---|
| 8.0 to 10.0 | \(-1.0000\) |
| 7.5 | \(-0.3393\) |
| 7.0 | \(-0.0584\) |
| 6.5 | \(+0.0997\) |

The plateau follows from pairing. An eigenvalue with real part below \(-1\) would have a partner above \(-1\). None is seen there except translation, whose partner is at \(-2\), so all eigenvalues outside this pair lie on the line \(\mathrm{Re}\,\lambda=-1\) to the printed accuracy. The "leading" value at \(\alpha=10\), \(-1.0000\pm1602.95i\), is thus one of many ties, selected by rounding; its large frequency has no special role.

A simple eigenvalue cannot leave this line alone. If \(\lambda=-1+i\Omega\) moved off it, \(-2-\lambda^*\) would also be an eigenvalue, at the same height on the other side. Two eigenvalues must first meet. This happens between \(\alpha=8.0\) and 7.5, and one of them then crosses zero real part at \(\alpha=6.844\) with nonzero frequency, a Hopf threshold. The amplitude-phase model misses it, because its oscillating roots keep real part \(-1\).

At \(\alpha=6.344\) the growth rate is 0.1343. Half the difference between nonlinear evolutions from two opposite small kicks, over 3 time units, agrees with this mode to \(8.9\times10^{-6}\). At \(\alpha=10\), evolution from the sech guess for 9 time units ends within \(1.5\times10^{-5}\) of the Newton soliton, relative to its norm. Linear stability alone does not show how large a kick the soliton survives.

## A silicon nitride ring

Take a ring pumped at 1550 nm with mode spacing 200 GHz, linewidth \(\kappa/2\pi=50\) MHz, \(D_2/2\pi=3\) MHz and \(\kappa_{ex}=\kappa/2\). One photon carries power \(\hbar\omega v_g/L\), with \(v_g=c_0/n_g\), and shifts the phase at the rate \(v_g\omega n_2/(c_0A)\) per unit power, so
\[
g=\frac{\hbar\omega^2c_0n_2}{n_g^2AL}=3.56\ \text{rad/s}
\]
for \(n_2=2.4\times10^{-19}\) m²/W, \(n_g=2.1\), \(A=1.0\) µm² and \(L=714\) µm. In SI units \(\omega_0\) in \(F^2\) becomes \(\hbar\omega\), and
\[
P=\frac{F^2\kappa^2\hbar\omega}{4g}
=\frac{12\,(3.14\times10^8)^2(1.28\times10^{-19})}{4(3.56)}\ \text{W}\approx10.7\ \text{mW}.
\]
The detuning is \(10\times25=250\) MHz. The pulse lasts 102 fs at half maximum, against 109 fs for the bare sech. Forty-one lines, the pump line included, exceed 1 µW and span 8.0 THz, or 33.1 meV. Without the pump line the comb carries 0.465 mW, 4.4% of the pump. The Hopf threshold lies at 171 MHz, where the pulse starts to breathe at 162 MHz.

These inputs are rough typical values for a low-loss ring; \(D_2\) depends strongly on the waveguide cross-section. Real rings break two assumptions noticeably. The first is constant temperature. If 10% of the internal loss becomes heat, the thermal resistance is 700 K/W and the refractive index rises by \(2.5\times10^{-5}\) per kelvin, the ring warms by 0.038 K and its resonance falls by 87 MHz. This exceeds the \(250-171=79\) MHz margin to breathing, so the detuning must be set from the warm resonance.

The second is the instantaneous response. A Raman delay \(\tau_R\) adds \(iV\psi\) with \(V=s\,\partial_\theta|\psi|^2\) and \(s=D_1\tau_R\). It changes momentum at the rate \(\int|\psi|^2V'=-s\int(\partial_\theta|\psi|^2)^2\), which loss balances with \(-2M\). For the sech pulse \(\int(\partial_\theta|\psi|^2)^2=16B^4/(15w_s)\), and division by \(\int|\psi|^2=2B^2w_s\) gives the mean mode shift
\[
\bar\mu=-\frac{8s\alpha}{15w_s^2}.
\]
With a rough \(\tau_R=2\) fs, \(s=0.0025\) and \(w_s^2=0.006\), so \(\bar\mu=-2.2\), or \(-0.45\) THz. The full solution, with cubic dispersion included and the pump line excluded from the average, gives \(-0.49\) THz. The repetition rate falls by 6.5 MHz, so the delay is not negligible.

This first-order form of the delay cannot decide stability. In the linearised equation it contains \(is|\psi|^2v'\), which for a mode \(v=e^{i\mu\theta}\) equals \(-s\mu|\psi|^2v\): a gain for negative \(\mu\) that grows without limit as \(|\mu|\) increases. The largest real part in the numerical output, \(-0.84\) on 256 points, therefore depends on the grid cut-off and is not a physical decay rate. A stability test with delay needs the full Raman response, whose gain is bounded.

The other effects estimated here are smaller. The self-steepening parameter \(1/(\omega\tau)\), with \(\tau=w_s/D_1\), is 0.013. Putting \(Q=(D_1/\omega)\,\partial_\theta(|\psi|^2\psi)\) into the drift formula lowers the repetition rate by about 0.36 MHz. This is about 5% of the Raman change and as large as the cubic-dispersion term, so the 6.5 MHz above, which omits it, is uncertain in its second digit. The peak optical field is 0.94 MV/cm, against a static breakdown field of roughly 10 MV/cm, which is only a loose guide at optical frequencies. Two photons carry 1.60 eV, well below the roughly 5 eV gap of silicon nitride. Coupling between transverse mode families has not been sized. The remaining digits are in the numerical output.

## Computed values

```
pump wavelength 1550 nm
mode spacing 200 GHz, linewidth 50 MHz
D2/2pi 3.0 MHz, D3/2pi 10 kHz
group index 2.1, mode area 1.0 um^2
n2 2.4e-19 m^2/W, group dispersion -83.6 fs^2/mm
ring length 714 um, Kerr shift g 3.56 rad/s
alpha 10.0, F^2 12.0, d 0.060 (no unit)
detuning 250 MHz, pump power 10.66 mW
sech guess error, alpha 80: 0.0123 (relative)
sech guess error, alpha 10: 0.0976 (relative)
Newton rms residuals, lopsided start (no unit):
  1.6e+00 1.1e-01 2.3e-03 1.2e-05 2.3e-10
  2.1e-13
observed Newton order 2.07, idle drift -1.2e-13
GMRES steps, 256 points: 11 with, 458 without preconditioner
GMRES steps, 512 points: 11 with, 970 without preconditioner
null-mode remainder, 384 points: 3.2e-05 (kappa/2)
null-mode remainder, 768 points: 3.9e-11 (kappa/2)
smallest singular value, bare J: 6.0e-12
smallest singular value, bordered J: 0.145
translation eigenvalue size 4.1e-11 (kappa/2)
spectrum pairing error 2.2e-12 (kappa/2)
left-null/translation overlap 0.145 (no unit)
leading eigenvalue -1.0000 +- 1602.9527i (kappa/2)
slowest decay time 6.37 ns
time evolution minus Newton 1.5e-05 (relative)
saddle growth rate 3.9827 (kappa/2)
saddle mode error in time evolution 4.9e-06 (relative)
alpha: leading real part (kappa/2)
  10.0: -1.0000; 9.5: -1.0000; 9.0: -1.0000
  8.5: -1.0000; 8.0: -1.0000; 7.5: -0.3393
  7.0: -0.0584; 6.5: 0.0997
Hopf alpha 6.844, detuning 171.1 MHz
Hopf oscillation frequency 161.7 MHz
at alpha 6.344: growth 0.1343 (kappa/2)
breathing mode error 8.9e-06 (relative)
SI four-wave residual 2.0e-13 (of drive)
pulse FWHM 102.3 fs, sech estimate 108.7 fs
lines above 1 uW, pump line included: 41
their span 8.0 THz = 33.1 meV
comb power without pump line 0.465 mW
cubic-dispersion drift: formula 295.23 kHz
cubic-dispersion drift: Newton 295.36 kHz
Raman delay 2.0 fs, comb shift -0.492 THz
Raman+cubic repetition-rate shift -6.486 MHz
Raman+cubic leading real part -0.8414 (kappa/2)
self-steepening parameter 0.0133 (no unit)
absorbed part of internal loss 0.10 (no unit)
thermal resistance 700 K/W, dn/dT 2.5e-05 /K
heating 0.0378 K, thermal shift 87.0 MHz
peak circulating power 24.4 W
peak optical field 0.94 MV/cm
two-photon energy 1.600 eV
```
